**High-density correlation limits for a two-electron hydrogenic density**

For $n_Z(r)=(2Z^3/\pi)e^{-2Zr}$, where $Z$ sets the density scale, the program finds a PBE correlation limit of −0.0479 hartree and an exact-functional limit of −0.0467 hartree. The LDA energy diverges as $-2\gamma\ln Z$, with $\gamma=(1-\ln2)/\pi^2$. The program asserts that the full PBE and LDA functionals approach their derived limits at large $Z$, and that the PBE cancellation holds at sampled points. It also asserts that PBE reduces to LDA when the gradient vanishes.

The exact limit is computed as a second-order energy $E_2$ minus its single-excitation part, and again as a sum of double excitations over partial waves with an estimated tail. The two values are asserted to agree within $2\times10^{-5}$ hartree, and the output shows a difference of $4.4\times10^{-6}$ hartree. Further assertions cover the closed form for the single excitations, their vanishing coupling in the Kohn–Sham perturbation, and the convergence of $E_2$ with polynomial degree. The output puts the PBE overestimate of the correlation magnitude at 2.64% of the exact limit.

## Verification by program

```python
"""High-density limit of correlation for n_Z(r) = (2 Z^3/pi) exp(-2 Z r).

Result under test (hartree atomic units), as Z -> infinity:
  PBE:   E_c -> -gamma * int 8 x^2 exp(-2x) ln[1 + 1/(y + y^2)] dx = -0.0479
         x = Z r, y = chi s^2, s = reduced gradient |grad n|/(2 k_F n)
  exact: E_c -> second-order energy of double excitations = -0.0467
  LDA:   E_c -> -2 gamma ln Z + constant  (diverges)
gamma, omega: high-density electron gas, eps_c -> gamma ln r_s - omega
beta: gradient coefficient of PBE correlation.
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.special import eval_genlaguerre, gammaln, zeta
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
gamma = (1 - np.log(2)) / np.pi**2
beta = 0.066725
omega = 0.046644

# Radial quadrature on [0, 60], denser near the nucleus
points, weights = np.polynomial.legendre.leggauss(240)
node = (points + 1) / 2
r = 60 * node**2
w = weights / 2 * 120 * node
shell = 8 * r**2 * np.exp(-2 * r)          # electrons per unit x
assert abs(w @ shell - 2) < 1e-11

# ---------- PBE limit from the derived formula ----------
c_squared = np.pi / 4 * (9 * np.pi / 4) ** (1 / 3)
chi = beta / gamma * c_squared * np.exp(-omega / gamma)


def y_of(x):
    return chi * (6 * np.pi) ** (-2 / 3) * np.exp(4 * x / 3)


def pbe_limit_per_electron(x):
    y = y_of(x)
    return -gamma * np.log1p(1 / (y + y * y))


pbe_limit = w @ (shell * pbe_limit_per_electron(r))


# ---------- full functionals from the library ----------
def library_eps(name, x, Z):
    density = 2 * Z**3 / np.pi * np.exp(-2 * x)
    if name == "LDA_C_PW_MOD":
        return libxc.eval_xc(name, density, spin=0)[0]
    zero = np.zeros_like(density)
    rho = np.array([density, -2 * Z * density, zero, zero])
    return libxc.eval_xc(name, rho, spin=0)[0]


charges = [1e1, 1e2, 1e3, 1e4, 1e5, 1e6]
pbe = [w @ (shell * library_eps("GGA_C_PBE", r, Z)) for Z in charges]
lda = [w @ (shell * library_eps("LDA_C_PW_MOD", r, Z)) for Z in charges]
lda_constant = 2 * gamma * (1 + np.log(3 / 8) / 3) - 2 * omega
# Energies are compared with their limits at Z = 1e5
assert abs(pbe[-2] - pbe_limit) < 1e-5
assert abs(lda[-2] - (-2 * gamma * np.log(charges[-2]) + lda_constant)) < 1e-5
# The slope error is of order (ln Z)/Z, so it must shrink decade by decade
lda_slopes = np.diff(lda) / np.log(10)
slope_errors = abs(lda_slopes + 2 * gamma)
assert slope_errors[-1] < 1e-5
assert slope_errors[-1] < slope_errors[-2] / 5

# The logarithm cancels point by point, not only in the integral
sample = np.array([0.0, 0.5, 1.0, 1.5, 2.0, 3.0])
pointwise = library_eps("GGA_C_PBE", sample, 1e6)
assert np.max(abs(pointwise - pbe_limit_per_electron(sample))) < 1e-5

# Without a gradient the cancellation is absent: PBE equals LDA
flat = np.array([1e6, 1e9])
flat_rho = np.array([flat, 0 * flat, 0 * flat, 0 * flat])
flat_pbe = libxc.eval_xc("GGA_C_PBE", flat_rho, spin=0)[0]
flat_lda = libxc.eval_xc("LDA_C_PW_MOD", flat, spin=0)[0]
assert np.max(abs(flat_pbe - flat_lda)) < 1e-6

# High-density constant of the electron gas inside the library functional
tiny_rs = 1e-8
dense = np.array([3 / (4 * np.pi * tiny_rs**3)])
eps_dense = libxc.eval_xc("LDA_C_PW_MOD", dense, spin=0)[0][0]
assert abs(gamma * np.log(tiny_rs) - eps_dense - omega) < 5e-6


# ---------- exact limit, road 1: second order with r12 polynomials ----------
mp.mp.dps = 50


@lru_cache(maxsize=None)
def moment(a, b, c):
    """Integral of s^a t^b u^c exp(-2s) over 0 < t < u < s."""
    n = a + b + c + 2
    return mp.factorial(n) / (mp.mpf(2) ** (n + 1) * (b + 1) * (b + c + 2))


def gradient_form(P, Q):
    """Matrix element of H0 - E0 between P*psi0 and Q*psi0."""
    (i, j, k), (l, m, n) = P, Q
    a, b, c = i + l, j + m, k + n
    return (i * l * (moment(a, b, c + 1) - moment(a - 2, b + 2, c + 1))
            + j * m * (moment(a + 2, b - 2, c + 1) - moment(a, b, c + 1))
            + k * n * (moment(a + 2, b, c - 1) - moment(a, b + 2, c - 1))
            + (k * l + i * n) * (moment(a, b, c + 1) - moment(a, b + 2, c - 1))
            + (k * m + j * n) * (moment(a + 2, b, c - 1) - moment(a, b, c + 1)))


norm = moment(2, 0, 1) - moment(0, 2, 1)
first_order = (moment(2, 0, 0) - moment(0, 2, 0)) / norm


def source(P):
    """Matrix element of 1/r12 - first_order between P*psi0 and psi0."""
    i, j, k = P
    return (moment(i + 2, j, k) - moment(i, j + 2, k)
            - first_order * (moment(i + 2, j, k + 1) - moment(i, j + 2, k + 1)))


def second_order_by_degree(max_degree):
    """Minimum of the second-order functional for each total degree.

    Symmetric elimination with the basis ordered by degree lowers the
    energy by source^2/pivot for each added polynomial.
    """
    powers = sorted(((i, j, k) for i in range(max_degree + 1)
                     for j in range(0, max_degree + 1, 2)
                     for k in range(max_degree + 1)
                     if 0 < i + j + k <= max_degree), key=sum)
    size = len(powers)
    rows = [[None] * p + [gradient_form(P, Q) for Q in powers[p:]]
            + [source(P)] for p, P in enumerate(powers)]
    total, energies = mp.mpf(0), {}
    for p in range(size):
        pivot_row = rows[p]
        pivot = pivot_row[p]
        assert pivot > 0
        total -= pivot_row[size] ** 2 / pivot
        energies[sum(powers[p])] = float(total / norm)
        for q in range(p + 1, size):
            factor, row = pivot_row[q] / pivot, rows[q]
            for column in range(q, size + 1):
                row[column] -= factor * pivot_row[column]
    return energies, size


e2_by_degree, polynomial_count = second_order_by_degree(10)
e2_total = e2_by_degree[10]
last_step = e2_by_degree[9] - e2_by_degree[10]
early_step = e2_by_degree[5] - e2_by_degree[6]
assert 0 <= last_step < 1e-5
assert last_step < early_step / 5

# Singles from the integrated first-order radial equation
F = (np.exp(-4 * r) * (r**2 + 1.5 * r + 0.375)
     + np.exp(-2 * r) * (1.25 * r**2 - 0.75 * r - 0.375))
singles_integral = -(w @ (F**2 * np.exp(2 * r) / r**2))
singles_closed = 9 / 32 * np.log(3 / 4) - 13 / 432
assert abs(singles_integral - singles_closed) < 1e-9
exact_limit = e2_total - singles_closed

# ---------- exact limit, road 2: sum over double excitations ----------
inner_points, inner_weights = np.polynomial.legendre.leggauss(80)
ratio, ratio_w = (inner_points + 1) / 2, inner_weights / 2


def radial_basis(l, a, size, radius):
    """Orthonormal Laguerre functions and their radial derivatives."""
    n = np.arange(size)[:, None]
    x = 2 * a * radius[None, :]
    L = eval_genlaguerre(n, 2 * l + 2, x)
    dL = np.where(n > 0,
                  -eval_genlaguerre(np.maximum(n - 1, 0), 2 * l + 3, x), 0)
    c = np.sqrt(2 * a) * np.exp((gammaln(n + 1) - gammaln(n + 2 * l + 3)) / 2)
    envelope = c * x**l * np.exp(-x / 2)
    return envelope * x * L, 2 * a * envelope * ((l + 1 - x / 2) * L + x * dL)


def ground(radius):
    return 2 * radius * np.exp(-radius)


def excitations(l, size=25):
    """Orbital energies, orbitals, and repulsion integrals with 1s."""
    a = 2 + l / 2
    f, df = radial_basis(l, a, size, r)
    potential = l * (l + 1) / (2 * r**2) - 1 / r
    h = (df * w) @ df.T / 2 + (f * (w * potential)) @ f.T
    energy, C = np.linalg.eigh((h + h.T) / 2)
    if l == 0 and (C[:, 0] @ f) @ (w * ground(r)) < 0:
        C[:, 0] *= -1
    inner_r = (r[:, None] * ratio[None, :]).ravel()
    g = radial_basis(l, a, size, inner_r)[0] * ground(inner_r)
    inner = g.reshape(size, r.size, ratio.size) @ (ratio_w * ratio**l)
    half = C.T @ ((f * ground(r) * w) @ inner.T) @ C
    return energy, C.T @ f, half + half.T


l_max = 8
partial = []
for l in range(l_max + 1):
    energy, orbital, K = excitations(l)
    if l == 0:
        assert abs(energy[0] + 0.5) < 1e-9
        assert abs(K[0, 0] - float(first_order)) < 1e-9
        J = 1 / r - (1 + 1 / r) * np.exp(-2 * r)
        J_elements = orbital @ (w * J * ground(r))
        singles_coupling = np.max(abs(K[1:, 0] - J_elements[1:]))
        assert singles_coupling < 1e-8     # W does not couple to singles
        singles_sum = -2 * np.sum(K[1:, 0] ** 2 / (energy[1:] + 0.5))
        assert abs(singles_sum - singles_closed) < 1e-7
        energy, K = energy[1:], K[1:, 1:]
    gap = energy[:, None] + energy[None, :] + 1
    partial.append(-np.sum(K**2 / gap) / (2 * l + 1))
# Partial waves fall off as (l + 1/2)^-4; the last one sets the tail
tail = partial[-1] * (l_max + 0.5) ** 4 * zeta(4, l_max + 1.5)
doubles_sum = sum(partial) + tail
# Tolerance: finite radial basis and leading-order tail
assert abs(doubles_sum - exact_limit) < 2e-5

assert round(pbe_limit, 4) == -0.0479
assert round(exact_limit, 4) == -0.0467

# ---------- numbers for the text ----------
print(f"gamma = {gamma:.6f} hartree")
print(f"omega = {omega:.6f} hartree")
print(f"beta = {beta:.6f} hartree")
print(f"c^2 = {c_squared:.5f} (dimensionless with r_s in bohr)")
print(f"chi = {chi:.5f} (dimensionless)")
print(f"y at the nucleus = {y_of(0.0):.5f} (dimensionless)")
print("Limit integrand: Zr, s, y, PBE energy per electron (hartree)")
for x in sample:
    s = (6 * np.pi) ** (-1 / 3) * np.exp(2 * x / 3)
    print(f"  {x:.1f}  {s:.4f}  {y_of(x):.4f}  "
          f"{pbe_limit_per_electron(x):.5f}")
print("Finite Z: Z, PBE E_c (hartree), LDA E_c (hartree)")
for Z, e_pbe, e_lda in zip(charges, pbe, lda):
    print(f"  {Z:.0f}  {e_pbe:.6f}  {e_lda:.6f}")
print("LDA slope dE_c/d ln Z, last two decades = "
      f"{lda_slopes[-2]:.6f}, {lda_slopes[-1]:.6f} hartree")
print(f"-2 gamma = {-2 * gamma:.6f} hartree")
print(f"LDA constant term = {lda_constant:.6f} hartree")
print(f"First-order repulsion energy = {float(first_order):.6f} hartree")
print(f"Polynomials up to degree 10: {polynomial_count}")
for degree in (5, 6, 9, 10):
    print(f"E2, degree {degree} = {e2_by_degree[degree]:.7f} hartree")
print(f"E2 singles, closed form = {singles_closed:.7f} hartree")
print(f"E2 singles, sum over states = {singles_sum:.7f} hartree")
print(f"Largest coupling of W to singles = {singles_coupling:.1e} hartree")
print("Double excitations by partial wave l = 0, 1, 2, 3 (hartree):")
print("  " + "  ".join(f"{e:.6f}" for e in partial[:4]))
print(f"Tail estimate beyond l = {l_max}: {tail:.6f} hartree")
print(f"Exact limit, partial waves = {doubles_sum:.6f} hartree")
print(f"Exact limit, E2 minus singles = {exact_limit:.6f} hartree")
print(f"Difference of the two roads = {doubles_sum - exact_limit:.1e} hartree")
print(f"PBE limit = {pbe_limit:.6f} hartree = {pbe_limit*HARTREE_EV:.4f} eV")
print(f"Exact limit in eV = {exact_limit * HARTREE_EV:.4f} eV")
print(f"PBE minus exact = {pbe_limit - exact_limit:.6f} hartree")
print(f"PBE overestimate of |E_c| = {100*(pbe_limit/exact_limit-1):.2f} %")
print("every check passed")
```

Running it gives:

```
gamma = 0.031091 hartree
omega = 0.046644 hartree
beta = 0.066725 hartree
c^2 = 1.50730 (dimensionless with r_s in bohr)
chi = 0.72162 (dimensionless)
y at the nucleus = 0.10188 (dimensionless)
Limit integrand: Zr, s, y, PBE energy per electron (hartree)
  0.0  0.3758  0.1019  -0.07130
  0.5  0.5244  0.1984  -0.05129
  1.0  0.7319  0.3865  -0.03274
  1.5  1.0214  0.7528  -0.01754
  2.0  1.4255  1.4663  -0.00759
  3.0  2.7764  5.5627  -0.00084
Finite Z: Z, PBE E_c (hartree), LDA E_c (hartree)
  10  -0.048582  -0.204140
  100  -0.048217  -0.339431
  1000  -0.047956  -0.481206
  10000  -0.047904  -0.624178
  100000  -0.047896  -0.767329
  1000000  -0.047895  -0.910503
LDA slope dE_c/d ln Z, last two decades = -0.062170, -0.062180 hartree
-2 gamma = -0.062181 hartree
LDA constant term = -0.051436 hartree
First-order repulsion energy = 0.625000 hartree
Polynomials up to degree 10: 160
E2, degree 5 = -0.1576467 hartree
E2, degree 6 = -0.1576591 hartree
E2, degree 9 = -0.1576658 hartree
E2, degree 10 = -0.1576661 hartree
E2 singles, closed form = -0.1110032 hartree
E2 singles, sum over states = -0.1110032 hartree
Largest coupling of W to singles = 3.5e-15 hartree
Double excitations by partial wave l = 0, 1, 2, 3 (hartree):
  -0.014330  -0.026495  -0.003906  -0.001077
Tail estimate beyond l = 8: -0.000078 hartree
Exact limit, partial waves = -0.046659 hartree
Exact limit, E2 minus singles = -0.046663 hartree
Difference of the two roads = 4.4e-06 hartree
PBE limit = -0.047895 hartree = -1.3033 eV
Exact limit in eV = -1.2698 eV
PBE minus exact = -0.001232 hartree
PBE overestimate of |E_c| = 2.64 %
every check passed
```
